# Exponential k-grid convergence of the self-consistent energy of an insulator, part 1

(Sections cited here and not found follow in the second part.)

**Q.** For a fixed periodic potential with a gap I accept that a uniform k grid converges exponentially. In a self-consistent calculation the potential changes with the grid, so every band energy moves to first order in the density error. Why should the exponential convergence survive, and what sets the size of the energy error?

**A.** Take a one-dimensional crystal of period \(a\), Hartree atomic units, spinless electrons, \(N\) electrons per cell, a bounded periodic potential \(V\), and \(\langle f,h\rangle=\int_0^a fh\,dx\). A periodic function is \(f=\sum_G f_Ge^{iGx}\), with \(G\) a multiple of \(G_0=2\pi/a\). The mean-field energy per cell is \(T+\langle V,\rho\rangle+F[\rho]\). In reduced Hartree-Fock
\[
F=\tfrac12\langle\rho,K\rho\rangle,\qquad (K\rho)_G=\frac{g}{G^2}\rho_G\ \ (G\neq0),\qquad (K\rho)_0=0,
\]
with \(g>0\); a neutralizing background removes \(G=0\). Then \(\|f\|_K^2=\langle f,Kf\rangle=a\sum_{G\ne0}(g/G^2)|f_G|^2\ge0\), so \(F\) is convex.

The supercell has \(L\) cells with periodic boundary conditions, and \(E_L\) is the minimum energy per cell over density matrices \(0\le\gamma\le1\) with \(\mathrm{Tr}\,\gamma=NL\). This set is convex, the one-body terms are linear in \(\gamma\), and the supercell Coulomb term is convex. Translation by \(a\) leaves the energy unchanged. Averaging a minimizer over its \(L\) translates therefore gives an admissible \(\gamma\) whose energy is no higher. It commutes with the translation, so it splits into blocks \(\gamma_k\) labelled by the eigenvalues \(e^{ika}\), \(k=2\pi j/(La)\), and its density has the period \(a\). With \(\langle\cdot\rangle_L\) the mean over these \(L\) points, \(\langle\cdot\rangle_\infty=(a/2\pi)\int dk\) over the zone, and \(p=-i\,d/dx\) acting on cell-periodic functions,
\[
E_L=\min\Big\{\big\langle \mathrm{Tr}\,\tfrac12(p+k)^2\gamma_k\big\rangle_L+\langle V,\rho\rangle+F[\rho]\Big\},\qquad \langle\mathrm{Tr}\,\gamma_k\rangle_L=N .
\]
The cell size enters only through the quadrature rule \(\langle\cdot\rangle_L\).

**Q.** The rule still sits inside a minimization. How do you get it out?

**A.** Define the band energy at a fixed potential \(v\), with \(H_k[v]=\tfrac12(p+k)^2+v\):
\[
B_L(v)=\min_\gamma\,\langle\mathrm{Tr}\,H_k[v]\gamma_k\rangle_L ,
\]
over the same admissible set. The minimum fills the lowest \(NL\) levels; with a gap above band \(N\) these are the lowest \(N\) bands at every \(k\). Let \(\rho_L[v]\) be the density of a minimizer. Using the minimizer for \(v\) as a trial state for another potential \(v'\) gives the tangent inequality
\[
B_L(v')\le B_L(v)+\langle\rho_L[v],v'-v\rangle .
\]
With a gap the occupied levels are separated from the empty ones, first-order perturbation theory applies to their sum, and \(\delta B_L=\langle\rho_L[v],\delta v\rangle\).

Let \(\gamma_L\) minimize the energy, with density \(\rho_L\) and \(v_L=V+F'[\rho_L]\). For any admissible \(\gamma\) the energy of \(\gamma_L+t(\gamma-\gamma_L)\) cannot decrease at \(t=0^+\), and its derivative there is \(\langle\mathrm{Tr}\,H_k[v_L](\gamma_k-\gamma_{L,k})\rangle_L\). So \(\gamma_L\) is a minimizer for \(B_L(v_L)\), and \(B_L(v_L)=T+\langle V,\rho_L\rangle+\langle F'[\rho_L],\rho_L\rangle\). The Harris functional
\[
G_L(\rho)=B_L\big(V+F'[\rho]\big)-\langle F'[\rho],\rho\rangle+F[\rho]
\]
thus satisfies \(G_L(\rho_L)=E_L\), for finite \(L\) and for \(L=\infty\). Vary \(\rho\), writing \(K=F''[\rho]\) for a general \(F\), so that \(\delta F'=K\delta\rho\):
\[
\delta G_L=\langle\rho_L[v],K\delta\rho\rangle-\langle K\delta\rho,\rho\rangle-\langle F',\delta\rho\rangle+\langle F',\delta\rho\rangle=\langle\rho_L[v]-\rho,K\delta\rho\rangle .
\]
This vanishes at self-consistency, where output and input densities agree.

The last two terms of \(G_L\) contain no k sum. At the converged density \(\rho_\infty\), with \(v_\infty=V+F'[\rho_\infty]\), they cancel in the difference \(G_L(\rho_\infty)-G_\infty(\rho_\infty)\). Adding and subtracting \(G_L(\rho_\infty)\),
\[
E_L-E_\infty=Q_L+R_L,\qquad Q_L=B_L(v_\infty)-B_\infty(v_\infty),\qquad R_L=G_L(\rho_L)-G_L(\rho_\infty).
\]
\(Q_L\) is the quadrature error of the band sum in one fixed potential. \(R_L\) is the change of \(G_L\) between its stationary point and \(\rho_\infty\), so it has no term linear in \(y_L=\rho_L-\rho_\infty\).

**Q.** That is circular. A remainder quadratic in \(y_L\) is useful only if \(y_L\) is small, and the smallness of \(y_L\) was my question.

**A.** For the quadratic, convex \(F\) of reduced Hartree-Fock it follows from two uses of the tangent inequality, with no expansion. Here \(F'=K\rho\) and \(G_L(\rho)=B_L(V+K\rho)-\tfrac12\|\rho\|_K^2\). Define the fixed-potential density error \(\delta_L=\rho_L[v_\infty]-\rho_\infty\) and drop the index on \(y\) and \(\delta\).

Take the tangent at \(v_L\), for any \(\rho\), and use \(B_L(v_L)=E_L+\tfrac12\|\rho_L\|_K^2\):
\[
G_L(\rho)\le E_L+\tfrac12\|\rho_L\|_K^2+\langle\rho_L,K\rho\rangle-\|\rho_L\|_K^2-\tfrac12\|\rho\|_K^2=E_L-\tfrac12\|\rho-\rho_L\|_K^2 .
\]
So \(E_L\) is the maximum of \(G_L\), and \(\rho=\rho_\infty\) gives \(R_L\ge\tfrac12\|y\|_K^2\).

Take the tangent at \(v_\infty\), with \(v_L-v_\infty=Ky\) and \(\tfrac12\|\rho_\infty+y\|_K^2=\tfrac12\|\rho_\infty\|_K^2+\langle\rho_\infty,Ky\rangle+\tfrac12\|y\|_K^2\):
\[
R_L\le\langle\rho_\infty+\delta,Ky\rangle-\langle\rho_\infty,Ky\rangle-\tfrac12\|y\|_K^2=\langle\delta,Ky\rangle-\tfrac12\|y\|_K^2=\tfrac12\|\delta\|_K^2-\tfrac12\|\delta-y\|_K^2 .
\]
Joining the lower bound to the middle form of the upper bound gives \(\|y\|_K^2\le\langle\delta,Ky\rangle\le\|\delta\|_K\|y\|_K\) by the Cauchy-Schwarz inequality. Hence, for every \(L\),
\[
0\le R_L\le\tfrac12\|\delta_L\|_K^2,\qquad \|\rho_L-\rho_\infty\|_K\le\|\delta_L\|_K .
\]
Both right sides refer to the fixed potential \(v_\infty\) alone. Physically, a repulsive mean field screens the density error of the grid and cannot amplify it in this norm.

The upper end has a direct meaning. The variational energy of the non-self-consistent state built from \(v_\infty\) on the grid is \(B_L(v_\infty)-\langle\rho_\infty+\delta,K\rho_\infty\rangle+\tfrac12\|\rho_\infty+\delta\|_K^2\). Expanding, the cross terms \(\mp\langle\delta,K\rho_\infty\rangle\) cancel and leave \(B_L(v_\infty)-\tfrac12\|\rho_\infty\|_K^2+\tfrac12\|\delta\|_K^2=G_L(\rho_\infty)+\tfrac12\|\delta\|_K^2\). One diagonalization in \(v_\infty\) brackets \(E_L\) between the Harris value and the variational value. A second upper bound comes from \(E_\infty\ge G_\infty(\rho_L)\): subtracting from \(E_L=G_L(\rho_L)\) gives \(E_L-E_\infty\le B_L(v_L)-B_\infty(v_L)\equiv Q_L(v_L)\).

**Q.** You have not used the gap. Where does it enter?

**A.** In the size of \(Q_L\) and \(\delta_L\). Assume \(H_k[v_\infty]\) has valence top \(\varepsilon_v\) and conduction bottom \(\varepsilon_c\), with \(2d=\varepsilon_c-\varepsilon_v>0\) and midgap energy \(\bar\varepsilon\). For complex wave number,
\[
H_{k+i\eta}=\tfrac12(p+k+i\eta)^2+v_\infty=H_k+W,\qquad W=i\eta(p+k)-\tfrac12\eta^2 .
\]
Let \(z\) run on a circle centred on the real axis that crosses it at \(\bar\varepsilon\) and at a distance \(d\) below the bottom of the spectrum. A valence level lies inside, at least \(d\) from the circle; a conduction level \(\lambda\) lies outside, at the distance \(\lambda-\bar\varepsilon\ge d\). Thus \(\|(H_k-z)^{-1}\|\le1/d\). With \(s=\max|v_\infty|\), any \(\phi\) obeys \(\|(p+k)\phi\|^2=2(\phi,(H_k-v_\infty)\phi)\le2(\phi,(H_k+s)\phi)\). Putting \(\phi=(H_k-z)^{-1}\psi\) and expanding in eigenstates,
\[
\|(p+k)(H_k-z)^{-1}\|^2\le\sup_\lambda\frac{2(\lambda+s)}{|\lambda-z|^2}.
\]
For valence levels this is at most \(2(\varepsilon_v+s)/d^2\). For conduction levels it is at most \(2(\lambda+s)/(\lambda-\bar\varepsilon)^2\), whose derivative has the sign of \((\lambda-\bar\varepsilon)-2(\lambda+s)=-(\lambda+s)-(\bar\varepsilon+s)<0\), so the largest value is at \(\varepsilon_c\). With \(M^2=2(\varepsilon_c+s)/d^2\),
\[
\|W(H_k-z)^{-1}\|\le|\eta|M+\frac{\eta^2}{2d}<1\quad\text{for}\quad|\eta|<\kappa_0=d\Big(\sqrt{M^2+2/d}-M\Big),
\]
where \(\kappa_0\) is the positive root of \(\kappa^2+2dM\kappa-2d=0\). In this strip \((H_k+W-z)^{-1}=(H_k-z)^{-1}\sum_n[-W(H_k-z)^{-1}]^n\) converges. The levels grow as the square of their index, so \((H_k-z)^{-1}\) has a finite trace norm and the series converges in that norm. Since \(H\) is a polynomial in the complex wave number, the resolvent is analytic in it. So are
\[
P_k=-\frac{1}{2\pi i}\oint(H_k-z)^{-1}dz,\qquad e(k)=-\frac{1}{2\pi i}\oint z\,\mathrm{Tr}(H_k-z)^{-1}dz,
\]
where the sign follows from \(\oint dz/(\lambda-z)=-2\pi i\) for \(\lambda\) inside a counterclockwise circle. For real \(k\), \(P_k\) is the valence projector and \(e(k)\) the band sum. The density components \(\rho_{k,G}=\mathrm{Tr}(e^{-iGx}P_k)/a\) are analytic too, and bounded uniformly in \(G\) by the trace norm of \(P_k\) divided by \(a\). All these traces have the period \(G_0\) in \(k\), because \(H_{k+G_0}=e^{-iG_0x}H_ke^{iG_0x}\).

Let \(f(k)=\sum_mc_me^{imka}\) be any of them. The geometric sum \(L^{-1}\sum_je^{2\pi ijm/L}\) is 1 when \(L\) divides \(m\) and 0 otherwise, so
\[
\langle f\rangle_L-\langle f\rangle_\infty=\sum_{n\ne0}c_{nL},\qquad c_m=\frac{a}{2\pi}\int f(k)e^{-imka}dk .
\]
For \(m>0\) move the path to \(k-i\kappa\) with \(\kappa<\kappa_0\); the vertical sides cancel by periodicity and \(|e^{-im(k-i\kappa)a}|=e^{-m\kappa a}\). For \(m<0\) move it up. With \(C\) the maximum of \(|f|\) on the shifted lines, \(|c_m|\le Ce^{-\kappa a|m|}\), and summing the geometric series,
\[
|\langle f\rangle_L-\langle f\rangle_\infty|\le\frac{2Ce^{-\kappa aL}}{1-e^{-\kappa aL}} .
\]
This bounds \(Q_L\) and, with one constant for all \(G\), each \(\delta_{L,G}\). Because \(\sum_{G\neq0}g/G^2\) converges, \(\|\delta_L\|_K=O(e^{-\kappa aL})\) and \(R_L=O(e^{-2\kappa aL})\).

**Q.** The \(K\) norm suppresses short wavelengths. And could the gap not close in the supercell?

**A.** The potential error is \(Ky\), and Cauchy-Schwarz on its Fourier series gives
\[
\max|v_L-v_\infty|\le\sum_{G\ne0}\frac{g}{G^2}|y_G|\le\Big(\frac1a\sum_{G\ne0}\frac{g}{G^2}\Big)^{1/2}\|y\|_K .
\]
By the min-max principle no level moves by more than this maximum, so the gap stays open once the maximum is below \(d\). If it is below \(d/2\), the same circle serves both potentials, and the resolvent identity \((H+w-z)^{-1}-(H-z)^{-1}=-(H+w-z)^{-1}w(H-z)^{-1}\) with \(w=Ky\) bounds the trace norm of the change in \(P_k\) by a constant times \(\max|w|\). Then \(y=\delta+(\rho_L[v_L]-\rho_L[v_\infty])\) is exponentially small in every Fourier component, with one constant. In three dimensions the convexity inequalities and the aliasing sum carry over unchanged, but \(\sum_GG^{-2}\) diverges, and the steps that used its convergence, together with the finite trace norm of the resolvent, which fails by the same divergence, must be replaced by Sobolev estimates, which are not carried out here.

**Q.** Upper bounds on both terms do not show which one leads. \(Q_L\) could be far below its bound.

**A.** In general the statement is conditional: \(Q_L\) leads whenever it decays more slowly than \(\|\delta_L\|_K^2\). For \(N=1\) in one dimension the condition can be proved. Let \(\mu(E)\) be half the trace of the matrix that carries \((\psi,\psi')\) across one cell for \(\psi''=2(v_\infty-E)\psi\). The Wronskian is constant, so the determinant is 1, the eigenvalues are \(e^{\pm ika}\), and \(\cos ka=\mu(E)\). The band \(\varepsilon(k)\) inverts this relation; it is even in \(k\), so \(c_{-m}=c_m\), and it is singular only where \(\mu'=0\). The function \(\mu\) is entire and grows like \(\cos(a\sqrt{2E})\), and its zeros \(E_n\) are the real levels at \(ka=\pi/2\). The Hadamard factorization then gives \(\mu'/\mu=\sum_n(E-E_n)^{-1}\). The imaginary part of this sum is nonzero off the real axis, and the sum decreases between poles, so \(\mu'\) has only real zeros, one between neighbouring \(E_n\). The continuation cannot run off to infinite \(E\) at a finite \(k\), since \(\cos(a\sqrt{2E})\) has no finite limit along any path to infinity. Singularities therefore lie at real values of \(\cos ka\). From the first band, values above 1 lead below the spectrum, where \(\mu'\ne0\); values below \(-1\) lead into the gap and reach its minimum \(E^*\). Set \(\cosh\alpha=-\mu(E^*)\) and take \(\mu''\) at \(E^*\). From \(\mu\approx-\cosh\alpha+\tfrac12\mu''(E-E^*)^2\), on the lower branch,
\[
\varepsilon=E^*-\sqrt{2t/\mu''}+O(t),\qquad t=\cos\theta+\cosh\alpha,\quad\theta=ka .
\]
In \(c_m=(2\pi)^{-1}\int_0^{2\pi}\varepsilon\,e^{-im\theta}d\theta\), push the path below the branch point \(\theta=\pi-i\alpha\); it wraps the cut \(\theta=\pi-i(\alpha+\tau)\), \(\tau>0\), and the horizontal parts decay faster than \(e^{-m\alpha}\). On the cut \(t=\cosh\alpha-\cosh(\alpha+\tau)\approx-\tau\sinh\alpha\). From \(\cos(\pi+\sigma-i\beta)=-\cos\sigma\cosh\beta-i\sin\sigma\sinh\beta\), \(\mathrm{Im}\,t\) is positive left of the cut and negative right of it, so \(\sqrt t=+i\sqrt{|t|}\) on the left and \(-i\sqrt{|t|}\) on the right. The path climbs the left side and descends the right, with \(d\theta=-i\,d\tau\) and \(e^{-im\theta}=(-1)^me^{-m(\alpha+\tau)}\):
\[
c_m\approx\frac{i}{2\pi}(-1)^me^{-m\alpha}\int_0^\infty(\varepsilon_{\rm left}-\varepsilon_{\rm right})e^{-m\tau}d\tau,\qquad \varepsilon_{\rm left}-\varepsilon_{\rm right}=-2i\sqrt{\frac{2\tau\sinh\alpha}{\mu''}} .
\]
Integer powers of \(t\) have no jump, and the next jump term, of order \(\tau^{3/2}\), gives a relative correction of order \(1/m\). With \(i\cdot(-2i)=2\), \(\int_0^\infty\sqrt\tau e^{-m\tau}d\tau=\tfrac12\sqrt\pi\,m^{-3/2}\) and \(Q_L\approx2c_L\),
\[
Q_L=(-1)^L\sqrt{\frac{2\sinh\alpha}{\pi\mu''}}\;L^{-3/2}e^{-\alpha L}\,\big[1+O(1/L)\big].
\]
The prefactor is nonzero. Because \(\delta B=\langle\rho,\delta v\rangle\) holds for both rules, \(\langle\delta_L,u\rangle=dQ_L/ds'\) for the potential \(v_\infty+s'u\). The cut integral depends smoothly on \(s'\), and its fastest dependence is in the exponent, so \(\langle\delta_L,u\rangle=-L\,(d\alpha/ds')\,Q_L[1+O(1/L)]\). Therefore \(\|\delta_L\|_K\propto L^{-1/2}e^{-\alpha L}\), and \(R_L/Q_L=O(L^{1/2}e^{-\alpha L})\to0\). The factor \((-1)^L\) shows that \(E_L\) is not an upper bound on \(E_\infty\): an even grid contains the zone edge, where the band is highest, and an odd grid does not.

For reduced Hartree-Fock in one dimension with a gap, the supercell error is exponentially small, and for \(N=1\) it is led by the fixed-potential quadrature error \(Q_L\), with \(R_L/Q_L\to0\). What remains is the value of \(R_L\) itself, the case of nonconvex functionals, a numerical check, and the cases where the argument breaks.
